The One-Quarter Power Law of Polarization at a Tricritical Ferroelectric Transition, part 2

How does the polarization of a ferroelectric grow below a tricritical point, and what changes this growth in a real film? The model is a uniform ferroelectric with one polar axis, treated in mean-field theory, without thermal fluctuations. P is the polarization in µC/cm², E the field in MV/cm, T the temperature and k_B the Boltzmann constant. The energy density, in J/cm³, is

f = (a/2)P² + (b/4)P⁴ + (c/6)P⁶ − EP,

with a = a₀(T − T₀), a₀ > 0 and c > 0. With t = T₀ − T, the equilibrium condition is

E = −a₀tP + bP³ + cP⁵.

At the tricritical point a and b vanish together. For b = 0 and E = 0, the polarization below T₀ is

P₀ = (a₀t/c)^(1/4),

and the slope dE/dP there is 4a₀t. Above T₀ it is a₀|t|.

A constant b > 0 gives an ordinary continuous transition, with P² → a₀t/b as t → 0. The local exponent d ln P/d ln t is then (1 + 1/s)/4, where

t* = b²/(4a₀c), s = √(1 + t/t*).

For b < 0 the transition is discontinuous, with jump P = √[3|b|/(4c)].

The example is a 10 nm film with T₀ = 600 K, a₀ = 3.0 × 10⁻⁴ MV/cm per µC/cm² per K and c = 6.0 × 10⁻⁷ MV/cm per (µC/cm²)⁵. At 300 K, its temperature of use, P₀ = 19.7 µC/cm² and the uniform coercive field is 0.95 MV/cm. The relative susceptibility is 31 there and 125 at 300 K above T₀. The vacuum permittivity is ε₀ = 0.0885 µC/cm² per MV/cm. A comparison film with an ordinary (second-order) transition has b = 1.0 × 10⁻³ MV/cm per (µC/cm²)³.

Two corrections to the expansion were tried separately: a drift b = b₁(T − T₀) = −b₁t, with b₁ = 2.0 × 10⁻⁷ MV/cm per (µC/cm²)³ per K, and an added energy (h/8)P⁸, with h = 2.0 × 10⁻¹⁰ MV/cm per (µC/cm²)⁷. Each changes P by a relative amount that grows as √t near T₀ and leaves the exponent there at 1/4.

### A film held by its substrate

A ferroelectric changes shape when it polarizes. Let its free in-plane strain be QP² in both in-plane directions, where Q is the electrostriction coefficient. A thick substrate holds the in-plane size fixed, while the film remains free to change its thickness. Suppose first that the film fits the substrate without strain in the nonpolar phase. The substrate must then impose an elastic strain e = −QP² to cancel the free strain.

For an isotropic film with Young modulus Y₁ and Poisson ratio ν, equal in-plane stresses σ and no stress across the thickness give

e = (σ − νσ)/Y₁, so σ = Ye with Y = Y₁/(1 − ν).

Y is the biaxial modulus. Each of the two directions stores σe/2, and together they store

σe = Ye² = YQ²P⁴.

This has the form of the quartic term. Setting it equal to (Δb/4)P⁴ gives

Δb = 4YQ².

The sign of Q drops out, and Δb is positive. A film that would be tricritical when free of stress therefore has an ordinary continuous transition when clamped. Conversely, a clamped film is tricritical if its stress-free coefficient is b = −4YQ².

If the film is already strained by u in the nonpolar phase, then e = u − QP² and

Ye² = Yu² − 2YuQP² + YQ²P⁴.

The first term does not depend on P. The second adds −4YuQ to the coefficient a and moves the transition temperature. The third is unchanged. In this model a fixed misfit strain shifts the transition without altering Δb.

For Y₁ = 210 GPa and ν = 0.3, the biaxial modulus is 300 GPa. With |Q| = 0.03 m⁴/C²,

Δb = 4 × 3.0 × 10¹¹ × 9.0 × 10⁻⁴ = 1.08 × 10⁹ V m⁵/C³.

One µC/cm² is 10⁻² C/m² and one MV/cm is 10⁸ V/m. The conversion factor is therefore (10⁻²)³/10⁸ = 10⁻¹⁴, and Δb = 1.08 × 10⁻⁵ MV/cm per (µC/cm²)³. The crossover distance is

t* = (1.08 × 10⁻⁵)²/(7.2 × 10⁻¹⁰) = 0.16 K.

The local exponent of the clamped film is 0.43 at t = t*, 0.27 at t = 16 K and 0.26 at t = 300 K. For these values the half power is confined to a fraction of a kelvin, and over most of the range the film looks tricritical although its transition is not. Since t* varies as Q⁴, this conclusion is sensitive to Q: doubling Q would raise t* sixteenfold, to 2.6 K.

### Electrodes that do not screen perfectly

Ideal electrodes place their charge directly against the film. In a real metal the charge is spread over a short depth, and part of the voltage falls there. Describe both electrodes together by an effective length λ, defined so that their voltage drop is λD/ε₀, where D = ε₀E + P. The film has thickness d. Around a short circuit the voltages add to zero:

Ed + λ(ε₀E + P)/ε₀ = 0.

Collecting the terms in E gives

E = −λP/[ε₀(d + λ)].

The field opposes the polarization. Put it into E = −a₀tP + cP⁵ and divide by P:

cP⁴ = a₀t − λ/[ε₀(d + λ)] = a₀(t − Δ),

Δ = λ/[ε₀a₀(d + λ)].

The polarization is again a quarter power, now measured from a transition temperature lowered by Δ. As λ → 0, Δ vanishes and the ideal case returns.

With d = 10 nm and λ = 0.010 nm,

Δ = 0.010/(0.0885 × 3.0 × 10⁻⁴ × 10.01) ≈ 38 K.

At 300 K the polarization falls from 19.7 to 19.0 µC/cm², or by 3.3%. The depolarizing field is 0.215 MV/cm in magnitude, about 5% of a rough breakdown field of 4 MV/cm. This λ is a favourable choice, and Δ is nearly proportional to it: λ = 0.05 nm gives Δ = 187 K and 15.4 µC/cm² at 300 K, and λ = 0.09 nm leaves no uniform polarization at 300 K.

The effect on a fitted exponent can be much larger than the effect on P. If the data were plotted against t, the distance from the unshifted T₀, the slope would be

d ln P/d ln t = t/[4(t − Δ)].

At t = 100 K this is 100/(4 × 62.4) = 0.40, although the true exponent is 1/4. The transition temperature of the film itself must be used.

Two conditions lie behind this result. The first is that b remains zero at the shifted transition. If b drifts as in the earlier example, then at T₀ − Δ it is −2.0 × 10⁻⁷ × 38 ≈ −8 × 10⁻⁶ MV/cm per (µC/cm²)³. It is no longer zero, and the second control quantity would have to be readjusted. The second condition is that the polarization stays uniform. A film may also lower its depolarizing energy by forming domains of opposite sign, which this calculation excludes.

### A built-in field

Different electrodes or trapped charge can leave a constant field in a film, called an imprint field. At T₀ with b = 0, the field equation is E = cP⁵, so

P = (E/c)^(1/5).

The polarization does not vanish at T₀, and the sharp transition is rounded. The temperature range affected can be estimated by asking when the driving term a₀tP equals cP⁵ at this value of P:

t_E = cP⁴/a₀ = c^(1/5)E^(4/5)/a₀.

This tends to zero with E, as it should. For E = 0.10 MV/cm,

P = [0.10/(6.0 × 10⁻⁷)]^(1/5) = 11.1 µC/cm² at T₀,

and t_E = 30 K. Far below the transition the field matters much less. At 300 K it raises P from 19.7 to 19.9 µC/cm², or by 1.4%. The linear estimate E/(4a₀t) = 0.10/0.36 = 0.28 µC/cm² is close to the computed increase of 0.27.

The exponent recovers slowly. Differentiating the field equation at fixed E gives d ln P/d ln t = a₀t/(5cP⁴ − a₀t), which is 0.20 at t = 100 K and 0.23 at t = 300 K. The quarter law thus needs t far above 30 K to escape rounding, while the corrections to the expansion grow as √t. The useful range is limited from both sides, and for these numbers little of it is left. Cancelling the imprint field with an applied bias would extend it towards T₀.

### Thermal fluctuations

A nonuniform polarization costs extra energy. Its lowest-order form for short-range forces, taken here as equal in all directions, is

(g/2)|∇P|², with g > 0.

Let P = P₀ + u, where u is a small disturbance. Near the minimum the energy density rises by 2a₀tu², because its second derivative is 4a₀t. Minimizing the sum of the two terms gives, for a disturbance that varies along one direction z,

−g d²u/dz² + 4a₀tu = 0.

The decaying solution is exp(−z/ξ), with

ξ = √[g/(4a₀t)].

For g = 0.10 MV/cm nm² per µC/cm² and t = 300 K, ξ = √(0.10/0.36) = 0.53 nm.

Thermal motion produces such disturbances at random. For a quadratic energy, the correlation G of u at two points a distance r apart is k_BT times the response to a unit point source:

(−g∇² + 4a₀t)G = k_BT δ(r).

This follows from equipartition. A wave of wavevector q has stiffness 4a₀t + gq², and its mean square amplitude is k_BT divided by that stiffness. Away from the source, rG obeys the one-dimensional equation above, so G = A exp(−r/ξ)/r. Integrating over a very small sphere around the source leaves 4πgA = k_BT, hence

G = k_BT exp(−r/ξ)/(4πgr).

Sum the correlation over a sphere of radius ξ, using r = ξv:

∫₀^ξ 4πr²G dr = (k_BTξ²/g)∫₀¹ v exp(−v) dv = (k_BTξ²/g)(1 − 2/e),

where e is here the base of natural logarithms. Divide by the volume 4πξ³/3 and by P₀² to compare fluctuations with the mean:

R = 3k_BT(1 − 2/e)/(4πgξP₀²).

In the tricritical case ξP₀² = √[g/(4a₀t)] × √(a₀t/c) = (1/2)√(g/c). The distance t cancels from this product, and R depends on temperature only through the factor k_BT:

R = 3k_BT(1 − 2/e)√c/(2πg^(3/2)).

With k_BT taken at T₀, the example gives R = 0.026. The correlation with the centre, averaged over a sphere of radius ξ, is then about 3% of P₀² near T₀, as long as the three-dimensional estimate holds. Further from T₀ it falls in proportion to T, to 0.013 at 300 K. R is only an order-of-magnitude measure, and its smallness rests on the chosen g: since R varies as g^(−3/2), half the value of g gives 0.07, and a tenth of it gives 0.8, which is not small. The mean square of u averaged over the same sphere is somewhat smaller, because points near the edge have fewer correlated neighbours inside. At 300 K, ξ is only about the size of a crystal cell, so the continuum estimate is rough there. Nor does a small R mean that P fluctuates little at each point: shorter waves largely average out over the sphere, but close to T₀ their local mean square becomes comparable to P₀² and then exceeds it. Their effect is assumed to be already contained in the values of T₀, a₀, b and c.

In d_s space dimensions the volume scales as ξ^(d_s), so R varies as ξ^(2−d_s)/P₀², or as t^[(d_s−3)/2]. For short-range forces three dimensions are therefore marginal: the ratio neither grows nor shrinks near T₀. At an ordinary transition P² is proportional to t instead, and R varies as t^[(d_s−4)/2]. In three dimensions it then grows as 1/√t, so with short-range forces alone mean-field theory fails close to T₀.

A marginal ratio does not prove the quarter law, because slow logarithmic corrections are still possible. The estimate also omits long-range dipole forces, which in a bulk ferroelectric with one polar axis suppress fluctuations that vary along that axis and so change how R depends on t. In the 10 nm film, ξ equals the thickness at t = 0.83 K. The surfaces matter earlier: the sphere of radius ξ already spans the film at t = 3.3 K, and with free surfaces R has about doubled by t = 0.83 K. Closer to T₀ the film acts as a two-dimensional system, R keeps growing, and the estimate no longer supports the mean-field exponent.

### The model beside a real capacitor

The parameters were chosen to resemble a hafnia–zirconia memory capacitor about 10 nm thick, with polarization of tens of µC/cm², a coercive field near 1 MV/cm and relative permittivity near 30. Agreement with those rough values is therefore no evidence for the model. The susceptibility of 125 above T₀ is well above what is typical of these films, and Q is an uncertain guess. Nor is it claimed that such a film is tricritical. Real hafnia also has nonpolar distortions and competing phases that a single P cannot describe. If these made b equal to −1.0 × 10⁻⁴ in the units used here, the transition would be discontinuous, with a jump of 11.2 µC/cm².

Real films also break the assumption of one polar axis, because they consist of many grains. If the axes point at random and every grain is poled towards the field, the measured polarization is P₀ times the average of cos θ over a hemisphere, which is 1/2. The value 19.7 would become 9.8 µC/cm². The exponent would survive if all grains shared one transition temperature, whereas a spread of temperatures would round the transition. Finally, reversal usually starts in small regions, so the uniform coercive field of 0.95 MV/cm is not a prediction of the measured one.

The numerical output below lists the values computed for the single-axis model; the average over grains is not part of it.

Numbers as computed

```
T0 = 600 K; temperature of use = 300 K
a0 = 3.0e-04 MV/cm/(uC/cm2)/K
c = 6.0e-07 MV/cm/(uC/cm2)^5
b of second-order film = 1.0e-03 MV/cm/(uC/cm2)^3
t (K) | P tricritical, P second-order (uC/cm2) | exponents
0.01 | 1.4953, 0.0548 | 0.2500, 0.5000
1.00 | 4.7287, 0.5477 | 0.2500, 0.4999
10.00 | 8.4090, 1.7305 | 0.2500, 0.4991
100.00 | 14.9535, 5.4294 | 0.2500, 0.4915
300.00 | 19.6799, 9.2522 | 0.2500, 0.4767
P at use temperature = 19.680 uC/cm2 = 0.1968 C/m2
energy density at use = -11.619 J/cm3
dP/dT at use = -0.01640 uC/cm2/K
susceptibility 300 K below T0 = 31.37 (no unit)
susceptibility 300 K above T0 = 125.49 (no unit)
uniform coercive field = 0.948 MV/cm
rough breakdown field = 4.0 MV/cm
coercive/breakdown = 0.237
Young modulus = 210 GPa; Poisson = 0.3
biaxial modulus = 300 GPa; |Q| = 0.03 m4/C2
b from clamping = 1.080e-05 MV/cm/(uC/cm2)^3
clamping crossover t* = 0.1620 K
clamped film: t = 0.00162 K, exponent = 0.4988
clamped film: t = 0.16200 K, exponent = 0.4268
clamped film: t = 16.20000 K, exponent = 0.2749
clamped film: t = 300.00000 K, exponent = 0.2558
first-order b = -1.0e-04 MV/cm/(uC/cm2)^3
first-order rise above T0 = 10.417 K
first-order jump = 11.180 uC/cm2
film thickness = 10 nm
total effective screening length = 0.010 nm
screening lowers transition by 37.61 K
P at use with screening = 19.032 uC/cm2
depolarizing field = 0.215 MV/cm
depolarizing/breakdown = 0.054
imprint field = 0.10 MV/cm
P at T0 with imprint = 11.076 uC/cm2
imprint rounding scale = 30.10 K
P at use with imprint = 19.948 uC/cm2
b drift = 2.0e-07 MV/cm/(uC/cm2)^3/K
P at use with b drift = 20.988 uC/cm2
h = 2.0e-10 MV/cm/(uC/cm2)^7
P at use with eighth-order term = 19.122 uC/cm2
g = 0.10 MV/cm nm2/(uC/cm2)
correlation length at use = 0.527 nm
correlation length equals thickness at t = 0.833 K
fluctuation ratio with kT at T0 = 0.0256 (no unit)
```
